Tunnelling crossover temperature from an imaginary barrier frequency

PROBLEM

In a model of a surface reaction during atomic layer deposition, a hydrogen atom moves from an adsorbed molecule to a neighbouring surface site. The normal-mode analysis at the saddle point gives one imaginary frequency, of wavenumber ν̃ = 1200 cm⁻¹. The barrier height, measured from the reactant side, is V₀ = 0.04 Ry. Both are round model parameters. Treat the reaction coordinate x, with mass m, as separable from all other motions and free of friction, and let the reactants be in thermal equilibrium at temperature T.

(a) Replace the barrier by the parabola V₀ − ½mω²x² and find its transmission probability P(E).

(b) Average P(E) over the thermal distribution. Find the temperature T_c at which the average ceases to exist, and evaluate it.

(c) Find how the average depends on a lower energy cutoff at and below T_c.

(d) For the finite barrier V₀ sech²(x/d) with the same curvature at its top, find the energy at which most tunnelling takes place, and so the meaning of T_c for a barrier with a base.

(e) Compare the two barriers at 300 K, at a deposition temperature of 450 K, and near T_c.

Energies are in rydbergs. In Rydberg atomic units ħ = 1, but ħ is kept in the formulas so that its place can be followed. The symbol ω is an angular frequency, ω = 2πcν̃, and β = 1/(k_B T).

SOLUTION

(a) Transmission through the parabola

Measure length in units of √(ħ/(mω)) and momentum in units of √(mħω). The scaled variables q and p obey [q, p] = i, and the Hamiltonian becomes

(H − V₀)/(ħω) = ½(p² − q²).

Its eigenvalue is ε = (E − V₀)/(ħω), which is negative below the barrier top. The mass has dropped out. Now define

u = (p + q)/√2,  v = (p − q)/√2.

Multiplying out, with the order of the operators kept,

uv = ½(p² − pq + qp − q²),
vu = ½(p² + pq − qp − q²).

The sum is uv + vu = p² − q², and the difference is uv − vu = qp − pq = i. Hence

½(uv + vu) = ε on an eigenstate,  [u, v] = i.

So u and v are related like a position and its momentum, and the Hamiltonian is of first order in each.

The classical motion shows which part of the wave is which. With time in units of 1/ω, dq/dt = p and dp/dt = q, so du/dt = u and dv/dt = −v. At late times |u| is large and v tends to zero, so q = (u − v)/√2 has the sign of u: a particle with u > 0 leaves to the right and one with u < 0 leaves to the left. At early times |v| is large and q ≈ −v/√2, so a particle with v > 0 came from the left.

In the v representation u = i d/dv. Since uv − vu = i, we have ½(uv + vu) = uv − i/2, and the eigenvalue equation for φ(v) is

i d(vφ)/dv − (i/2)φ = εφ.

The left side equals i(v dφ/dv + ½φ), so

v dφ/dv = (−½ − iε)φ.

For a wave arriving from the left alone, the solution is φ = v^(−½−iε) for v > 0 and φ = 0 for v < 0. The outgoing parts are read off in the u representation, reached by a Fourier transform:

ψ(u) = (2π)^(−½) ∫₀^∞ v^(−½−iε) e^(iuv) dv.

A factor e^(−ηv), with η → 0 from above, makes the integral converge. It is then a gamma-function integral:

ψ(u) = (2π)^(−½) Γ(½ − iε) (−iu)^(−½+iε).

The small positive η fixes the phase of −iu. It is |u|e^(−iπ/2) for u > 0 and |u|e^(+iπ/2) for u < 0. Raising these phases to the power −½ + iε gives factors of modulus

e^(+πε/2) for u > 0,  e^(−πε/2) for u < 0.

On both half-lines the remaining dependence is |u|^(−½+iε), which is a plane wave in ln|u| with the same normalization on either side. The squared moduli are therefore in the ratio of transmission P to reflection R:

P/R = e^(πε)/e^(−πε) = e^(2πε).

With P + R = 1,

P(E) = 1/(1 + e^(−2πε)) = 1/{1 + exp[−2π(E − V₀)/(ħω)]}.

At the top P = ½. Far below it P ≈ e^(−2π|ε|), the tunnelling tail. Far above it P tends to 1. At half a quantum below the top, ε = −0.5, the formula gives P = 0.0414.

(b) The thermal average and T_c

States in a momentum interval dp_x have density dp_x/(2πħ) per unit length and move with velocity dE/dp_x. The flux from an energy interval dE is thus dE/(2πħ) times the thermal weight, which is proportional to e^(−βE). If the barrier were crossed classically, P would be 0 below V₀ and 1 above it. The ratio of the quantum to the classical flux, for the same reactants, is

κ = ∫P(E)e^(−βE)dE / ∫_{V₀}^∞ e^(−βE)dE = β ∫P(E) e^(−β(E−V₀)) dE,

because the denominator is e^(−βV₀)/β. For the unbounded parabola the energy runs from −∞ to ∞. Set

s = 2πε,  a = βħω/(2π).

Then E − V₀ = ħωs/(2π), so β(E − V₀) = as and β dE = a ds:

κ = a ∫_{−∞}^{∞} e^(−as)/(1 + e^(−s)) ds.

For large positive s the integrand falls as e^(−as). For large negative s, 1/(1 + e^(−s)) ≈ e^s and the integrand behaves as e^((1−a)s). This vanishes towards −∞ if a < 1, tends to a constant if a = 1, and grows if a > 1. The Boltzmann factor favours low energies with exponent a, the transmission disfavours them with exponent 1, and the average exists while the second wins. The limit a = 1 defines the crossover temperature:

T_c = ħω/(2πk_B),  a = T_c/T.

To insert the number, note that ħω = hcν̃, since ω = 2πcν̃ and ħ = h/(2π). For 1200 cm⁻¹ this is 0.010935 Ry. With k_B = 6.3336 × 10⁻⁶ Ry/K,

ħω/k_B = 1726.5 K,
T_c = 1726.5 K/(2π) = 274.8 K.

The crossover temperature is about 275 K, or k_B T_c = 0.001740 Ry. It lies a factor 2π below the temperature equivalent of the quantum ħω.

Above T_c the integral follows from a contour. Let f(z) = e^(−az)/(1 + e^(−z)) and let I be its integral along the real axis, so that κ = aI. Take a long rectangle whose lower side is the real axis and whose upper side is shifted by 2πi. The shift leaves the denominator unchanged and multiplies the numerator by e^(−2πia). The short sides contribute nothing in the limit, because f vanishes at both ends for 0 < a < 1. The one pole inside is at z = iπ, where the derivative of the denominator is −e^(−iπ) = 1, so the residue is e^(−iπa). Therefore

I(1 − e^(−2πia)) = 2πi e^(−iπa).

Dividing by e^(−iπa) turns the bracket into e^(iπa) − e^(−iπa) = 2i sin(πa), so I = π/sin(πa) and

κ = πa/sin(πa),  T > T_c.

Two limits are useful. At high temperature πa = βħω/2 is small, and sin y ≈ y − y³/6 gives

κ ≈ 1 + (βħω)²/24,

which is the Wigner correction. Just above T_c, sin(πa) = sin(π(1 − a)) ≈ π(1 − a), so

κ ≈ a/(1 − a) = T_c/(T − T_c).

The parabolic result diverges as the inverse distance from T_c.

(c) What the divergence means

A real barrier has a base, and energies below it do not contribute. To see the effect, keep the parabolic P but cut the integral at s = −S. At a = 1 the integrand is the derivative of −ln(1 + e^(−s)), so

κ_S = ln(1 + e^S) ≈ S for large S.

Each further layer of energy contributes equally. Numerical quadrature between S = 20 and S = 40 gives a gain of 20.0000, as this requires.

For 1 < a < 2, multiply numerator and denominator of the integrand by e^s and use 1/(1 + e^s) = 1 − e^s/(1 + e^s):

κ_S = a ∫_{−S}^∞ e^((1−a)s) ds − a ∫_{−S}^∞ e^((2−a)s)/(1 + e^s) ds.

The first integral is e^((a−1)S)/(a − 1). In the second, division of numerator and denominator by e^s gives e^(−(a−1)s)/(1 + e^(−s)). This is the integrand of part (b) with a replaced by a − 1, which lies between 0 and 1, so the integral converges to π/sin(π(a − 1)) for large S. Hence

κ_S ≈ a e^((a−1)S)/(a − 1) − πa/sin(π(a − 1)).

Take a = 1.2. The exponential alone would multiply κ_S by e⁴ = 54.6 between S = 20 and S = 40. Quadrature gives a factor of 55.67. The excess comes from the negative constant, −6.4, which matters more at S = 20, where the first term is 6e⁴ = 327.6.

Below T_c the parabolic average is thus governed by the place where it is cut. The divergence does not say that the reaction becomes infinitely fast. It says that the curvature at the top no longer determines the rate, and that the shape of the barrier lower down is needed.

(d) A barrier with a base

For V(x) = V₀ sech²(x/d), expansion near the top gives V ≈ V₀(1 − x²/d²). Equating this to V₀ − ½mω²x² fixes the width:

d² = 2V₀/(mω²).

Well below the top, the semiclassical wave decays as exp(−∫|p_x|dx/ħ) through the forbidden region. The probability is the square, P ≈ e^(−W(E)/ħ), with

W(E) = 2 ∫ √(2m(V − E)) dx

taken between the turning points. Differentiation gives dW/dE = −τ(E). The moving end points add nothing, because the integrand vanishes there, and

τ(E) = 2 ∫ √(m/(2(V − E))) dx.

This is the period of a classical oscillation in the inverted potential −V, the bounce. Put y = sinh(x/d). Then dx = d dy/cosh(x/d), and

V − E = [V₀ − E(1 + y²)]/cosh²(x/d).

The hyperbolic cosines cancel in dx/√(V − E), leaving

τ = 2d √(m/2) ∫ dy/√(V₀ − E − Ey²) = 2d √(m/2) π/√E,

since the integral between the zeros of the root is π/√E. Inserting d = √(2V₀/m)/ω,

τ(E) = (2π/ω) √(V₀/E).

At the top the period is 2π/ω, that of the parabola, and it grows as the energy falls. The thermal weight of an energy below the top is e^(−βE − W(E)/ħ). Its exponent has the derivative −β + τ(E)/ħ, which vanishes when

τ(E) = ħβ.

The bounce must take the time ħ/(k_B T). Since τ decreases with E, the derivative passes from positive to negative there, and the point is a maximum. Inserting τ,

√(V₀/E) = ħωβ/(2π) = T_c/T,  so E* = V₀(T/T_c)² for T < T_c.

For T > T_c, ħβ is shorter than the shortest period 2π/ω. No bounce exists, and the semiclassical weight rises all the way to the top. This gives T_c its meaning for the finite barrier: on cooling through it, the dominant semiclassical path leaves the barrier top and moves down into the barrier. The argument rests on a period that grows as the energy falls, and it has to be examined anew for a barrier whose period behaves otherwise.

The change is sharp only in this approximation, which takes P to be small and so fails close to the top. For the parabola with its full P(E), setting the derivative of ln P − βE to zero gives 1 − P = T_c/T. The maximum of P e^(−βE) therefore lies where P = 1 − T_c/T, which is below the top already for T_c < T < 2T_c.

Integrating τ from E up to V₀, where W = 0, gives

W(E) = (4πV₀/ω)(1 − √(E/V₀)).

Since 4πV₀/(ħω) = 2V₀/(k_B T_c), the exponent at E* is

−V₀T/(k_B T_c²) − (2V₀/(k_B T_c))(1 − T/T_c) = −(V₀/(k_B T_c))(2 − T/T_c).

At T = T_c this is the Arrhenius exponent −V₀/(k_B T_c), so the two regimes join. Minus the derivative of the exponent with respect to β is the activation energy to leading exponential order, and it equals E*. To this order it falls from V₀ at T_c towards zero, and the Arrhenius plot flattens. Near T_c this order is coarse: the κ values of part (e) at T_c and 300 K give a slope −Δ ln(T κ e^(−βV₀))/Δβ of about 0.033 Ry, already well below V₀ = 0.04 Ry. This low-temperature limit assumes reactants with energies down to the base of the barrier. A bound reactant has a lowest level, and E* cannot follow the formula below it.

At T = 0.8 T_c = 219.8 K the formula gives

E* = 0.04 Ry × 0.64 = 0.0256 Ry.

This can be compared with the full wave equation. The transmission of the sech² barrier was computed by Runge–Kutta integration, starting from a purely outgoing wave on the right and separating incident and reflected waves on the left. The maximum of P(E)e^(−βE) then lies at 0.02559 Ry. The semiclassical energy is accurate here because the maximum lies well below the top, where P is small.

(e) The two barriers compared

At 300 K, a = 274.79/300 = 0.9160. Then πa = 2.878, sin(πa) = 0.261, and κ = 11.0 for the parabola. At 450 K, a = 0.6106 and κ = 1.918/0.940 = 2.04. At 2T_c, a = ½ and κ = π/2 = 1.571.

For the sech² barrier, κ was obtained by numerical integration of the computed P(E) with its thermal weight. The results are:

T = 549.6 K (2T_c): parabola 1.571, sech² 1.575
T = 450 K: parabola 2.04, sech² 1.98
T = 300 K: parabola 11.0, sech² 5.46
T = 274.8 K (T_c): parabola divergent, sech² 8.27
T = 219.8 K (0.8 T_c): parabola divergent, sech² 48.2

At the deposition temperature of 450 K the quantum flux is about twice the classical one, and the parabola overestimates κ by 3 percent of the sech² value. At 300 K, still above T_c, it is already too large by a factor of two. There are two reasons. First, the average over the parabola includes energies E < 0, below the base of the sech² barrier. They correspond to s < −S with S = 2πV₀/(ħω) = 23.0. The integrand there is close to e^((1−a)s), so they contribute a e^(−(1−a)S)/(1−a) to κ. This is about 1.6 of the 11.0 at 300 K, and negligible at 450 K. Second, the bounce periods differ at energies above the base. Because τ(E) exceeds 2π/ω below the top,

W(E) > 2π(V₀ − E)/ω,

and the right side is the corresponding exponent of the parabola, times ħ. The sech² barrier is harder to penetrate at depth, and the depth gains weight as T approaches T_c. At 2T_c the sech² value is larger by 0.3 percent, the opposite sign. The inequality cannot settle so small a difference, since it concerns the leading exponent below the top and leaves out energies at and above it.

Nothing singular happens to the finite barrier at T_c: κ is 5.46 at 300 K, 8.27 at T_c and 48.2 at 0.8 T_c. Tunnelling is present on both sides, and the energies that carry most of the flux shift gradually. The sharp change at T_c belongs to the semiclassical path.

A growing κ does not mean a growing flux. If the prefactor of the thermal weight is held fixed, the formula of part (b) makes the flux proportional to T κ e^(−βV₀). The temperature dependence of the reactant partition function is left out here. With V₀/(k_B T_c) = 0.04/0.001740 = 23.0, cooling from T_c to 0.8 T_c multiplies the Boltzmann factor by e^(−23.0×0.25) = 0.0032. The classical flux falls to 0.8 × 0.0032 = 0.0026 of its value. The quantum flux has the further factor 48.2/8.27 = 5.8 and falls to 0.015. Tunnelling slows the decline without reversing it.

The mass enters T_c through ω. If the coordinate is purely the motion of the hydrogen atom, replacing it by deuterium roughly doubles m at unchanged force constant. Then ω and T_c fall by √2, to about 194 K. If heavier atoms share in the motion, the shift is smaller.

The value of 275 K is as good as the assumptions behind it. Friction from the surface or strong coupling to other modes changes the motion at the saddle, and a tunnelling path that cuts the corner of a curved reaction valley is not described by one separable coordinate. The sech² barrier has the same base on both sides and so stands for a thermoneutral step. A step with a nonzero reaction energy and the same ω has the same ħω/(2πk_B) but a different τ(E) below the top, and so a different E* and κ. Within the model, T_c tells where a correction based on the barrier top must be given up. The numbers at 300 K show that the parabolic formula loses its accuracy before that point is reached.
